Mean and variance of threshold shifts in bias temperature instability, part 1

(Sections cited here and not found follow in the second part.)

**Part 1. From one defect to the scatter between devices**

Q: I stress a set of small transistors, all drawn alike and all stressed alike, and each one comes back with a different threshold shift. Before we discuss any formula for this scatter, what is the random quantity?

A: Take one transistor. Measure its threshold voltage, hold the gate under bias at raised temperature for a fixed time, and measure the threshold again after a fixed delay. Let X be the magnitude of the change. Each device is compared with itself, so a threshold difference that existed before the stress is subtracted out.

The stress leaves charge in defects in the gate oxide near the channel. Let n be the number of defects that the stress has charged at the moment of the second reading, and let xᵢ ≥ 0 be the magnitude of the shift caused by defect i. The model is

X = x₁ + x₂ + … + xₙ, with X = 0 when n = 0. (1)

Both n and the xᵢ differ from device to device. I write E[…] for the average over a large population of nominally identical devices, and Var[X] = E[X²] − E[X]² for the variance. Voltages are in millivolts, the natural unit here.

Q: Equation (1) already contains physics. Why may the shifts be added?

A: It contains two assumptions. The first is that all shifts have the same sign, which holds if the stress charges all the defects with the same type of carrier, for instance holes in a p-channel device under negative gate bias. The second is that the effect of one charged defect doesn't depend on which others are charged. This is reasonable when the charges are few and far apart. It becomes doubtful when two of them sit over the same narrow part of the current path. I adopt both assumptions.

Q: One elementary charge is like another. Why should the xᵢ differ at all?

A: If the charge acted as a uniform sheet over the gate area, they would differ only through the depth of the defect in the oxide. In a small transistor, however, the channel potential is uneven, because dopants and other fixed charges sit at random places. Near threshold the current follows the easiest paths. A defect above a bottleneck of such a path has a large effect, and one above a region that carries little current has a small effect.

This argument explains a broad distribution, but it doesn't derive its shape. The exponential form is an input of the model:

g(x) = (1/η) exp(−x/η), x ≥ 0. (2)

It has one parameter, η, taken to be the same for all defects and all devices.

Q: You call η a parameter. Is it the mean shift, the typical shift or the width?

A: Integration by parts decides. Since exp(−x/η)/η is the derivative of −exp(−x/η),

E[x] = ∫₀^∞ x (1/η) exp(−x/η) dx
= [−x exp(−x/η)]₀^∞ + ∫₀^∞ exp(−x/η) dx
= 0 + η.

The bracket vanishes at zero because of the factor x, and at infinity because the exponential falls faster than x grows. For the mean square, the same step gives

E[x²] = [−x² exp(−x/η)]₀^∞ + 2 ∫₀^∞ x exp(−x/η) dx
= 0 + 2η E[x]
= 2η². (3)

In the second line I used ∫₀^∞ x exp(−x/η) dx = η E[x], which is the definition of E[x] multiplied by η. Therefore

Var[x] = 2η² − η² = η².

So η is both the mean and the standard deviation of a single shift. It isn't the most probable shift, since the density (2) is largest at x = 0.

Q: Now the number of defects. What do you assume, and what does it imply?

A: I assume that n has a Poisson distribution with mean N:

P(n) = exp(−N) Nⁿ/n!, n = 0, 1, 2, … (4)

This describes defects that are scattered independently over the gate area and charged independently of one another. I shall need two averages. In the first, the term n = 0 contributes nothing, and n/n! = 1/(n−1)! for the rest:

E[n] = exp(−N) Σₙ≥₁ Nⁿ/(n−1)!
= N exp(−N) Σₙ≥₁ Nⁿ⁻¹/(n−1)!
= N exp(−N) exp(N) = N.

In the second, the terms n = 0 and n = 1 contribute nothing, and n(n−1)/n! = 1/(n−2)!:

E[n(n−1)] = N² exp(−N) Σₙ≥₂ Nⁿ⁻²/(n−2)! = N². (5)

Because n² = n(n−1) + n, the variance of the count is

Var[n] = N² + N − N² = N.

Q: I still don't see how to average a sum whose number of terms is itself random.

A: Do it in two stages. First consider only those devices that have a given n. Then average the result over n with the weights P(n).

For the first stage I need a further assumption: the shifts are independent of n. Then the devices selected for having, say, twelve charged defects still have shifts that follow (2), and

E[X | n] = nη, (6)

where the bar means "at the given n". For the square, multiply out the sum:

X² = Σᵢ xᵢ² + Σᵢ≠ⱼ xᵢxⱼ.

There are n terms of the first kind, each with average 2η² by (3). There are n(n−1) ordered pairs in the second sum. If the shifts are also independent of each other, the average of a product is the product of the averages, η·η. Hence

E[X² | n] = 2nη² + n(n−1)η². (7)

Q: And the second stage?

A: Average (6) and (7) over n, using E[n] = N and (5). The mean is

E[X] = η E[n] = Nη. (8)

The mean square is

E[X²] = 2η² E[n] + η² E[n(n−1)] = 2Nη² + N²η².

Subtracting the square of the mean removes the term N²η²:

Var[X] = 2Nη² + N²η² − (Nη)² = 2Nη². (9)

Q: I distrust the 2. The variances of independent quantities add. One shift has variance η², there are N of them on average, so I expect Nη².

A: Your count is right for devices that all have the same number of charged defects. In the population the number varies too, and this gives a second contribution. To see both, split the deviation of X from its mean:

X − Nη = (X − nη) + (n − N)η.

The first bracket says that the shifts in this device are larger or smaller than average for their number. The second says that the device has more or fewer defects than average. Square this and average. At fixed n the factor (n − N)η is a constant and X − nη averages to zero by (6), so the cross term vanishes. What remains is

Var[X] = E[(X − nη)²] + η² E[(n − N)²].

At fixed n, the first term is the variance of a sum of n independent shifts, nη², whose average over n is η²E[n]. So

Var[X] = η² E[n] + η² Var[n]. (10)

For a Poisson count both terms equal Nη². Half of the variance comes from unequal defect sizes and half from unequal defect numbers. Equation (10) didn't use the Poisson law, so it will serve for other counts as well.

Q: Is the 2 then a property of the Poisson law or of the exponential law?

A: Of both together. Let the single shift have any distribution with finite mean square, and keep the independence assumptions. The same splitting gives

Var[X] = E[n] Var[x] + E[x]² Var[n].

With a Poisson count, E[n] = Var[n] = N, and

Var[X] = N (Var[x] + E[x]²) = N E[x²]. (11)

The exponential law enters through E[x²] = 2η². If every defect caused the same shift η, one would have E[x²] = η² and Var[X] = Nη². If instead the number were fixed and the sizes exponential, (10) with Var[n] = 0 would also give Nη². These two cases have the same variance for different reasons.

Q: Put numbers in, please.

A: I take round model parameters, η = 2 mV and N = 8, not those of a particular device. Then

E[X] = 8 × 2 mV = 16 mV = 0.016 V,
Var[X] = 2 × 8 × (2 mV)² = 64 mV²,
standard deviation = √64 mV = 8 mV = 0.008 V.

The scatter is half the mean. A designer who budgets for the mean shift alone would leave out something of the same order.

A simulation of 200 000 devices, in which every defect was drawn separately, gave a mean of 15.974 mV with a standard error of 0.018 mV, and a variance of 63.82 mV² with a standard error of 0.24 mV². The mean lies about 1.4 standard errors below 16 mV, and the variance about 0.8 below 64 mV². The part of the variance due to defect numbers was 31.83 mV² and the part due to defect sizes 31.97 mV², where (10) predicts 32 mV² for each.

Q: In practice I know neither η nor N. I measure X on many devices.

A: Then solve (8) and (9) for the parameters. Dividing the variance by the mean cancels N:

Var[X]/E[X] = 2Nη²/(Nη) = 2η, so η = Var[X]/(2E[X]). (12)

Inserting this into N = E[X]/η gives

N = 2E[X]²/Var[X]. (13)

For the simulated devices, η = 63.82/(2 × 15.974) mV = 1.998 mV and N = 7.996. The population therefore yields the size of the individual steps although no step was observed singly.

Measurement noise calls for a correction. If each value of X carries an independent measurement error of zero mean and variance v, the observed variance is 2Nη² + v, because variances of independent quantities add. The term v must be subtracted before (12) and (13) are used. This holds only if the reading keeps its sign, counted positive in the direction of the stress-induced shift, so that noise can make it negative. Taking the magnitude of a noisy difference folds the readings near zero, which raises the mean and lowers the variance; the bias is serious when N is small and many devices have little or no shift.

Q: Suppose I lengthen the stress. Does the scatter grow as fast as the mean?

A: A longer stress charges more defects, so N grows. If the newly charged defects have the same η as the earlier ones, (12) can be read as

Var[X] = 2η E[X].

The variance is proportional to the mean, and the standard deviation grows as its square root. A plot of variance against mean, taken at several stress times, is a straight line through the origin with slope 2η.

Q: So if I find such a line, I have confirmed the exponential law?

A: No. By (11) and E[X] = N E[x], a Poisson count with any fixed distribution of single shifts gives

Var[X]/E[X] = E[x²]/E[x],

which doesn't depend on N either. The straight line is consistent with a Poisson count and an unchanging distribution of sizes. It doesn't prove the Poisson count: if all devices had the same number of charged defects at each stress time, (10) with Var[n] = 0 would give a straight line too, with slope η. Reading the slope of a measured line as 2η presupposes both the Poisson count and the exponential. To test the exponential one needs more than two moments, or shifts of single defects resolved one by one.

Q: How does all this depend on the size of the transistor?

A: Let A be the gate area. For a uniform density of defects per unit area, N is proportional to A. For η, consider a charge q at the interface, and let C be the gate capacitance per unit area. Spread uniformly over the gate, the charge shifts the threshold by q/(CA). The uneven channel changes the numerical factor, and I assume that it leaves the dependence 1/A in place. Then

E[X] = Nη is independent of A,
Var[X] = 2(Nη)η is proportional to 1/A.

With four times the area, the example has N = 32 and η = 0.5 mV. The mean stays at 32 × 0.5 mV = 16 mV, while the variance becomes 2 × 32 × 0.25 mV² = 16 mV² and the standard deviation 4 mV. The relative scatter follows from (8) and (9) for any size:

√Var[X]/E[X] = √(2N) η/(Nη) = √(2/N). (14)

It is 0.5 for N = 8 and 0.25 for N = 32. A large device averages over many small steps. A small device has few steps, which are large on average, and this is why the problem becomes visible when transistors shrink.

**Part 2. The whole distribution, and where the result fails**

The total shift X of a device is the sum of n independent single-defect shifts. Each has the density exp(−x/η)/η, and n is Poisson with mean N and independent of the shifts. Part 1 gave E[X] = Nη and Var[X] = 2Nη². For exponential shifts and any count independent of them it also gave Var[X] = η²E[n] + η²Var[n]. The inverse relations are η = Var[X]/(2E[X]) and N = 2E[X]²/Var[X]. The example has η = 2 mV and N = 8, hence a mean of 16 mV and a standard deviation of 8 mV.

Q: A mean and a variance don't tell me how many devices fail. May I draw a Gaussian through them?

A: That depends on how far out you look, so let us find the distribution itself. Start with the average of exp(−sX) for s ≥ 0, from which all moments can be read. For one shift,

E[exp(−sx)] = (1/η) ∫₀^∞ exp[−x(s + 1/η)] dx = (1/η)/(s + 1/η) = 1/(1 + sη).

For n independent shifts the exponentials multiply, so the average is the n-th power of this. Averaging over the Poisson count gives an exponential series:

E[exp(−sX)] = exp(−N) Σₙ≥₀ (1/n!) [N/(1 + sη)]ⁿ
= exp[−N + N/(1 + sη)]
= exp[−Nsη/(1 + sη)]. (15)

The last line uses 1/(1 + sη) − 1 = −sη/(1 + sη).

We now have the mean and variance of the total shift, and the average of exp(−sX) in closed form. It remains to draw the moments and the full distribution from the model, to compare the tail with a Gaussian, and to see what changes when the assumptions fail.
